# Orbital projections and inversion parity in linear-molecule Dirac spinors

A linear molecule looks the same after any rotation about its axis, but a spinor is rotated in two ways at once: the field is carried to new points and its spin components are mixed. With the axis along $z$, a component of spin projection $+\tfrac12$ acquires from the spin part of a rotation by $\theta$ the factor $e^{-i\theta/2}$, and one of spin projection $-\tfrac12$ the factor $e^{+i\theta/2}$. If the whole spinor is to be multiplied by one common factor $e^{-i\omega\theta}$, the spatial dependence must supply the difference. A spin-up component must therefore carry the orbital projection $\omega-\tfrac12$ and a spin-down component $\omega+\tfrac12$. The argument does not ask whether the component is large or small. Inversion does: it reverses the momentum that couples the large part to the small part, so the two parts must have opposite parity.

To make this precise, take one electron in atomic units ($\hbar=m_e=e=1$) with the Hamiltonian

$$h=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V(\mathbf r),\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},$$

where energies exclude the rest energy $c^2$, and $V$ is a real scalar potential independent of the azimuth $\varphi$. The spinor is $\psi=(L_\alpha,L_\beta,S_\alpha,S_\beta)$: $L$ and $S$ denote the large and small parts, $\alpha$ and $\beta$ as subscripts denote spin up and down along $z$.

The conserved quantity follows from the commutators of $L_z=-i\partial_\varphi$ and $\sigma_z/2$ with $\boldsymbol\sigma\cdot\mathbf p$. Since $[L_z,p_x]=ip_y$, $[L_z,p_y]=-ip_x$ and $[L_z,p_z]=0$,

$$[L_z,\boldsymbol\sigma\cdot\mathbf p]=i(\sigma_xp_y-\sigma_yp_x).$$

Since $[\sigma_z/2,\sigma_x]=i\sigma_y$ and $[\sigma_z/2,\sigma_y]=-i\sigma_x$,

$$[\tfrac12\sigma_z,\boldsymbol\sigma\cdot\mathbf p]=i(\sigma_yp_x-\sigma_xp_y).$$

Neither vanishes, but their sum does. The matrix $\Sigma_z=\mathrm{diag}(1,-1,1,-1)$ commutes with $\beta$, and $L_z$ commutes with the axial potential. Hence $J_z=L_z+\tfrac12\Sigma_z$ commutes with $h$, and the eigenfunctions of a bound level can be chosen as eigenfunctions of $J_z$ with eigenvalue $\omega$. Because $\Sigma_z$ is diagonal, $J_z\psi=\omega\psi$ separates into

$$-i\partial_\varphi L_\alpha=(\omega-\tfrac12)L_\alpha,\qquad
-i\partial_\varphi L_\beta=(\omega+\tfrac12)L_\beta,$$

with the same two equations for $S_\alpha$ and $S_\beta$. Each is a first-order equation in $\varphi$, solved by an exponential times a function of the distance $\rho$ from the axis and the height $z$:

$$\psi=\begin{pmatrix}
f_\alpha\,e^{i(\omega-1/2)\varphi}\\ f_\beta\,e^{i(\omega+1/2)\varphi}\\
i g_\alpha\,e^{i(\omega-1/2)\varphi}\\ i g_\beta\,e^{i(\omega+1/2)\varphi}
\end{pmatrix}.$$

The factors $i$ are a convention whose use appears below. The components refer to fixed spin axes and must be single-valued in space, so $\omega-\tfrac12$ is an integer and $\omega=\pm\tfrac12,\pm\tfrac32,\dots$ A full turn multiplies the spinor by $e^{-2\pi i\omega}=-1$, which is why these states belong to the double group. At a point of the axis away from the nuclei, where the spinor is continuous, a component with nonzero projection must vanish, since its phase would otherwise depend on the direction of approach. For $\omega=\tfrac12$ the two spin-up components may survive there; for $|\omega|\ge\tfrac32$ all four vanish.

It is instructive to see how the Dirac equation maintains this pattern. In matrix form

$$\boldsymbol\sigma\cdot\mathbf p=-i\begin{pmatrix}\partial_z&\partial_x-i\partial_y\\ \partial_x+i\partial_y&-\partial_z\end{pmatrix},\qquad
\partial_x\pm i\partial_y=e^{\pm i\varphi}\Big(\partial_\rho\pm\frac{i}{\rho}\partial_\varphi\Big).$$

On a function with projection $m$, $\partial_\varphi$ gives $im$, so

$$(\partial_x\pm i\partial_y)\,u\,e^{im\varphi}=e^{i(m\pm1)\varphi}\Big(\partial_\rho\mp\frac m\rho\Big)u .$$

The off-diagonal elements thus raise or lower the orbital projection by one while the spin projection changes oppositely. The two parts of the eigenvalue equation are $c\,\boldsymbol\sigma\cdot\mathbf p\,S=(E-V)L$ and $c\,\boldsymbol\sigma\cdot\mathbf p\,L=(E-V+2c^2)S$. In the first, the factor $-i$ from the momentum meets the $i$ of the small amplitudes and gives $+1$. In the second, division by $i$ turns $-i$ into $-1$. After the common exponentials are cancelled,

$$\begin{aligned}
c\Big[\partial_zg_\alpha+\Big(\partial_\rho+\tfrac{\omega+1/2}{\rho}\Big)g_\beta\Big]&=(E-V)f_\alpha,\\
c\Big[\Big(\partial_\rho-\tfrac{\omega-1/2}{\rho}\Big)g_\alpha-\partial_zg_\beta\Big]&=(E-V)f_\beta,\\
-c\Big[\partial_zf_\alpha+\Big(\partial_\rho+\tfrac{\omega+1/2}{\rho}\Big)f_\beta\Big]&=(E-V+2c^2)g_\alpha,\\
-c\Big[\Big(\partial_\rho-\tfrac{\omega-1/2}{\rho}\Big)f_\alpha-\partial_zf_\beta\Big]&=(E-V+2c^2)g_\beta.
\end{aligned}$$

No azimuth is left, and every coefficient is real. The complex conjugate of a solution $(f,g)$ is then also a solution. If the level is nondegenerate at fixed $\omega$, the conjugate equals $e^{i\chi}(f,g)$ for some real $\chi$, and multiplication of the original solution by $e^{i\chi/2}$ makes it real. The spinor is then described by four real functions of two variables.

Inversion requires a further assumption, $V(-\mathbf r)=V(\mathbf r)$, with the origin at the midpoint of the molecule. Let $I$ replace $\mathbf r$ by $-\mathbf r$ in every component. Spin is an axial vector and is left alone, but $I\mathbf pI=-\mathbf p$, so $I$ reverses the kinetic term and is not a symmetry of $h$. The matrix $\beta$ anticommutes with $\boldsymbol\alpha$ and repairs the sign. For $P=\beta I$,

$$P\,(c\,\boldsymbol\alpha\cdot\mathbf p)\,P^{-1}=c\,(\beta\boldsymbol\alpha\beta)\cdot(-\mathbf p)=c\,\boldsymbol\alpha\cdot\mathbf p ,$$

while $\beta$ and the even potential are unchanged. Since $P^2=1$, its eigenvalues are $\pi=\pm1$, and it commutes with $J_z$, so both labels can be held together. Written by parts, $P\psi=\pi\psi$ reads

$$L(-\mathbf r)=\pi L(\mathbf r),\qquad S(-\mathbf r)=-\pi S(\mathbf r).$$

The opposite parity is therefore a relation between the large and the small part. Within each part, the spin-up and spin-down components have the same inversion parity. The usual label g ($\pi=+1$) or u ($\pi=-1$) is that of the large part; the overall sign of $P$ is conventional, the relative sign is not. The second part of the Dirac equation shows the same thing directly:

$$S=\frac{c}{E-V+2c^2}\,\boldsymbol\sigma\cdot\mathbf p\,L .$$

For an attractive potential and a bound electronic level, $V\le0$ and $-2c^2<E<0$, so the denominator is positive. It is even under inversion, and one derivative reverses the parity. For unequal nuclei the denominator is no longer even, and no inversion label exists, although the projections remain.

What does differ between spin up and spin down within one part is the behaviour under reflection of the coordinate $z$ alone. Inversion sends $(\rho,\varphi,z)$ to $(\rho,\varphi+\pi,-z)$. For a component $F(\rho,z)e^{im\varphi}$ of inversion parity $\eta$ this gives

$$F(\rho,-z)\,e^{im\pi}=\eta F(\rho,z)\quad\Longrightarrow\quad F(\rho,-z)=\eta(-1)^mF(\rho,z).$$

The two projections differ by one, so $L_\alpha$ and $L_\beta$ have opposite mirror values. The change of $\eta$ between the parts makes $S_\alpha$ opposite to $L_\alpha$ and equal to $L_\beta$, and $S_\beta$ equal to $L_\alpha$. On the midplane $z=0$, one large and one small component of opposite spin must vanish.

A further choice is hidden in the phrase "a spinor of projection $\omega$". In the absence of a magnetic field, time reversal $K$, which maps each part $(a,b)$ to $(-b^*,a^*)$, commutes with $h$: it reverses both spin and momentum and leaves their product unchanged. It reverses $J_z$, so $K\psi$ has the same energy and projection $-\omega$. The exponentials confirm it: the new spin-up component $-L_\beta^*$ varies as $e^{-i(\omega+1/2)\varphi}=e^{i(-\omega-1/2)\varphi}$. Because $\omega$ is never zero, $\psi$ and $K\psi$ are orthogonal. Because $K$ commutes with $P$, they have the same inversion parity. A combination $a\psi+bK\psi$ with both coefficients nonzero is still an eigenfunction of $h$ and of $P$, but its spin-up components may contain both $\omega-\tfrac12$ and $-\omega-\tfrac12$. The stated projections thus hold for eigenfunctions of $J_z$, not for an arbitrary vector of the level.

Two limits show what the four components mean. When $|E-V|\ll2c^2$ over the region that matters, $S\simeq\boldsymbol\sigma\cdot\mathbf p\,L/2c$, and spin separates from orbital motion at leading order. A spin-up $\sigma$ orbital then has $L=(F,0)$ and

$$S\simeq-\frac{i}{2c}\begin{pmatrix}\partial_zF\\ e^{i\varphi}\partial_\rho F\end{pmatrix}.$$

Even with one large component, both small components are present, with weights proportional to $\langle p_z^2\rangle$ and $\langle p_x^2+p_y^2\rangle$. The other limit is a single centre, where total angular momentum $j$ is conserved. A given $j$ allows orbital angular momenta $j\pm\tfrac12$, which have opposite parities. The large part takes one and the small part must take the other.

The second large component enters through the variation of the potential. Eliminating $S$ and writing $B=c^2/(E-V+2c^2)$ gives the operator $\boldsymbol\sigma\cdot\mathbf p\,B\,\boldsymbol\sigma\cdot\mathbf p$ acting on $L$. The product rule for Pauli matrices turns it into $\mathbf p\cdot B\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times B\mathbf p)$, and $\mathbf p\times B\mathbf p=-i(\nabla B)\times\mathbf p$, because $\mathbf p\times\mathbf p=0$. Hence

$$\boldsymbol\sigma\cdot\mathbf p\,B\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot B\mathbf p+\boldsymbol\sigma\cdot(\nabla B\times\mathbf p).$$

The last term is the spin-orbit coupling. Its $\sigma_x$ and $\sigma_y$ parts flip the spin and change the orbital projection by one in the compensating direction. Its $\sigma_z$ part is $\sigma_z(\partial_\rho B/\rho)L_z$.

As an example, consider one electron and two fixed point charges $Z=50$ at distance $R=0.040$ bohr, round model parameters that make relativistic effects visible. The Dirac matrix was diagonalized in real Cartesian Gaussian functions on both centres, with the small basis generated by applying $\boldsymbol\sigma\cdot\mathbf p$ to the large one. Neither $\omega$ nor parity was imposed. Within each of the six lowest Kramers pairs, $J_z$ was then diagonalized and the member with positive $\omega$ taken. The columns headed by components give their integrated weights.

| $E$ (hartree) | $\omega$ | label | $L_\alpha$ | $L_\beta$ | $S_\alpha$ | $S_\beta$ |
|---|---|---|---|---|---|---|
| −2805 | 1/2 | g | 0.9599 | 0.00003 | 0.0093 | 0.0307 |
| −1789 | 1/2 | u | 0.9442 | 0.0017 | 0.0272 | 0.0268 |
| −1130 | 1/2 | u | 0.0014 | 0.9761 | 0.0178 | 0.0047 |
| −1088 | 3/2 | u | 0.9775 | 0.000001 | 0.0039 | 0.0186 |
| −941 | 1/2 | g | 0.9823 | 0.0002 | 0.0051 | 0.0123 |
| −678 | 1/2 | u | 0.9806 | 0.0005 | 0.0102 | 0.0088 |

The same basis with one of the charges removed gives a ground energy of $-1294.55$ hartree, against $-1294.63$ from the closed formula $c^2(\sqrt{1-Z^2/c^2}-1)$. This difference, about $6\times10^{-5}$ of the energy, indicates the size of the basis error there but not for the other levels. The higher two-centre levels are more diffuse and less well described: a larger basis lowers the first two energies by about 0.1 hartree, the third to fifth by 0.5 to 0.6 hartree and the sixth by about 3 hartree, and it changes the weights by up to 0.0002 in the fifth level and 0.001 in the sixth. The table is meant to show the symmetry pattern and the approximate distribution of weight; neither the energies nor the last digits of the weights are converged. The model also omits finite nuclear size, nuclear motion and radiative corrections.

The components were evaluated at equally spaced points on circles about the axis, and a Fourier transform in $\varphi$ gave their projections. For $\omega=\tfrac12$ they are $(0,1,0,1)$ in the order $(L_\alpha,L_\beta,S_\alpha,S_\beta)$; for $\omega=\tfrac32$ they are $(1,2,1,2)$. Comparison of values at $\mathbf r$ and $-\mathbf r$ gives inversion parities $(+,+,-,-)$ for the g levels and $(-,-,+,+)$ for the u levels. The mirror values of the lowest level are $(+,-,-,+)$, as $\eta(-1)^m$ requires: $+1\cdot1$, $+1\cdot(-1)$, $-1\cdot1$ and $-1\cdot(-1)$.

The weights can be read with the leading-order formula, though at this charge it is a guide rather than an accurate approximation. In the lowest level the ratio of the small weights is $0.0307/0.0093\simeq3.3$, whereas an isotropic orbital would give $2$, since two momentum directions contribute to $S_\beta$ and one to $S_\alpha$. The electron thus has comparatively little momentum along the axis. In the second level the dominant component is odd in $z$ and vanishes on the midplane; the ratio falls to $0.0268/0.0272\simeq1.0$, meaning more motion along the axis.

The third and fourth levels have dominant components with the same projection $m=1$, inversion parity and mirror value, but opposite spin. This is consistent with one $\pi_u$ orbital split by spin-orbit coupling, the splitting being $-1088-(-1130)\simeq42$ hartree. The sign agrees with the diagonal coupling: the attraction weakens away from the axis, so $\partial_\rho V>0$ and $\partial_\rho B>0$, and $\sigma_zL_z$ is $-1$ for the $\omega=\tfrac12$ member and $+1$ for the $\omega=\tfrac32$ member.

Removing the assumptions one at a time separates their roles. An equal mixture of the two members of the lowest pair keeps the inversion pattern $(+,+,-,-)$, but each small component now contains two projections, with weights 0.0093 and 0.0307, so that about 23% of its norm lies outside the stronger one; on individual circles the share differs, depending on their position. If one charge is reduced to 30, the projections of the lowest level remain $(0,1,0,1)$. The normalized overlap over all space of each component with its inverted image, which is $\pm1$ for definite parity, becomes about $(0.8,0.7,-0.4,-0.7)$. If instead a third charge of 20 is placed beside the midpoint of the original pair, 0.040 bohr off the axis, $J_z$ can still be diagonalized within the lowest pair, but the resulting member with positive $\langle J_z\rangle$ has between 0.1% and 3% of each component's sampled Fourier power outside its strongest projection. Axial symmetry is then gone, and $\omega$ no longer labels the state.

All numerical values are calculated from the stated model.
